# The augmentation force in ultrasoft pseudopotentials, in reciprocal and real space: a program that tests the result

```python
"""
Result under test: the augmentation force on an atom at R in an ultrasoft scheme,
  F_aug = sum_ij rho_ij sum_G iG conj(V(G)) Q_ij(G) exp(-iG.R)
        = - sum_ij rho_ij integral Q_ij(r-R) grad V(r) d3r .
V: self-consistent effective potential, V(r) = sum_G V(G) exp(iG.r)
Q_ij: augmentation functions, Q_ij(G) = integral Q_ij(r) exp(-iG.r) d3r
rho_ij = sum_n f_n <phi_n|beta_i><beta_j|phi_n>, beta_i: projectors
Model: two Gaussian ions, four electrons, plane waves at Gamma, LDA exchange.
Hartree atomic units throughout.
"""
import numpy as np
from scipy.linalg import eigh
from scipy import constants as const

# ---------- model parameters ----------
cell = 8.0            # cubic cell edge
npts = 25             # odd grid: no unpaired Nyquist component
ecut = 4.0            # orbital cutoff energy
charge = 2.0          # charge of each ion
ion_width = 0.6       # Gaussian width of the ionic charge
beta_width = 0.7      # projector width
sigma = 0.6           # width of the augmentation functions
q_diag = np.array([0.5, 0.2, 0.2, 0.2])        # integrals of Q_ii (s,px,py,pz)
D_bare = np.diag([0.4, 0.2, 0.2, 0.2])
atoms = np.array([[0.3, 0.2, 0.1], [2.1, 1.4, 1.0]])
occ = 2.0
nocc = 2
vol = cell**3
ntot = npts**3
dv = vol / ntot

# ---------- reciprocal-space tables ----------
m1 = np.rint(np.fft.fftfreq(npts, 1.0 / npts)).astype(int)
g1 = 2 * np.pi / cell * m1
G = np.array(np.meshgrid(g1, g1, g1, indexing="ij"))
G2 = np.sum(G**2, axis=0)
coul = np.zeros_like(G2)
coul[G2 > 0] = 4 * np.pi / G2[G2 > 0]
inside = np.where(0.5 * G2 <= ecut)
K = np.array([G[a][inside] for a in range(3)])
K2 = np.sum(K**2, axis=0)
npw = K.shape[1]
mk = np.array([m1[inside[a]] for a in range(3)])
diff = tuple((mk[a][:, None] - mk[a][None, :]) % npts for a in range(3))

amp = np.sqrt(q_diag)
gauss = np.exp(-0.5 * sigma**2 * G2)
Q_G = np.zeros((4, 4) + G2.shape, complex)
Q_G[0, 0] = gauss
for a in range(3):
    Q_G[0, a + 1] = Q_G[a + 1, 0] = -1j * sigma * G[a] * gauss
    for b in range(3):
        Q_G[a + 1, b + 1] = ((a == b) - sigma**2 * G[a] * G[b]) * gauss
Q_G *= np.outer(amp, amp)[:, :, None, None, None]


def phase(R):
    return np.exp(-1j * np.tensordot(R, G, axes=1))


def ion_density(R):
    return charge * np.exp(-0.5 * ion_width**2 * G2) * phase(R) / vol


def projectors(R):
    s = (4 * np.pi * beta_width**2)**0.75 * np.exp(-0.5 * beta_width**2 * K2)
    s = s * np.exp(-1j * (R @ K)) / np.sqrt(vol)
    p = [-1j * np.sqrt(2) * beta_width * K[a] * s for a in range(3)]
    return np.array([s] + p).T


def to_real(fG):
    return np.real(np.fft.ifftn(fG)) * ntot


def potential(n, ions):
    """Fourier coefficients of the effective and of the electrostatic potential."""
    v_es = coul * (np.fft.fftn(n) / ntot - ions)
    v_x = -(3 / np.pi)**(1 / 3) * np.cbrt(n)
    return v_es + np.fft.fftn(v_x) / ntot, v_es


def solve(positions, n):
    """Self-consistent solution; the energy is that of the output orbitals."""
    ions = sum(ion_density(R) for R in positions)
    B = [projectors(R) for R in positions]
    QR = [Q_G * phase(R) for R in positions]
    S = np.eye(npw) + sum((b * q_diag) @ b.conj().T for b in B)
    hist_n, hist_r = [], []
    for step in range(80):
        V, v_es = potential(n, ions)
        D = [D_bare + np.real(np.tensordot(q, V.conj(), axes=3)) for q in QR]
        H = V[diff] + np.diag(0.5 * K2)
        H = H + sum(b @ d @ b.conj().T for b, d in zip(B, D))
        H = 0.5 * (H + H.conj().T)
        eps, c = eigh(H, S, subset_by_index=[0, nocc])
        P = [b.conj().T @ c[:, :nocc] for b in B]
        rho = [occ * p.conj() @ p.T for p in P]
        n_out = np.zeros_like(G2)
        for k in range(nocc):
            box = np.zeros(G2.shape, complex)
            box[inside] = c[:, k]
            n_out += occ * np.abs(np.fft.ifftn(box) * ntot)**2 / vol
        soft = n_out.sum() * dv
        n_out += to_real(sum(np.tensordot(r, q, axes=2)
                             for r, q in zip(rho, QR)) / vol)
        res = n_out - n
        if np.max(np.abs(res)) < 1e-8:
            break
        hist_n.append(n.ravel())
        hist_r.append(res.ravel())
        hist_n, hist_r = hist_n[-7:], hist_r[-7:]
        new = hist_n[-1] + 0.5 * hist_r[-1]
        if len(hist_n) > 1:
            dn = np.array([hist_n[-1] - x for x in hist_n[:-1]]).T
            dr = np.array([hist_r[-1] - x for x in hist_r[:-1]]).T
            coef = np.linalg.lstsq(dr, hist_r[-1], rcond=1e-12)[0]
            new = new - (dn + 0.5 * dr) @ coef
        n = new.reshape(G2.shape)
    else:
        raise AssertionError("self-consistency not reached")
    total = np.fft.fftn(n_out) / ntot - ions
    energy = occ * np.sum(0.5 * K2[:, None] * np.abs(c[:, :nocc])**2)
    energy += sum(np.real(np.sum(r * D_bare)) for r in rho)
    energy += 0.5 * vol * np.sum(coul * np.abs(total)**2)
    energy -= 0.75 * (3 / np.pi)**(1 / 3) * dv * np.sum(n_out * np.cbrt(n_out))
    return dict(E=energy, n=n_out, V=V, v_es=v_es, D=D, eps=eps, c=c, P=P,
                rho=rho, B=B, QR=QR, ions=ions, soft=soft)


start = to_real(sum(ion_density(R) for R in atoms) * np.exp(-0.15 * G2))
ref = solve(atoms, start)
V, rho, R0 = ref["V"], ref["rho"][0], atoms[0]
electrons = ref["n"].sum() * dv
assert abs(electrons - occ * nocc) < 1e-7
assert ref["eps"][nocc] - ref["eps"][nocc - 1] > 0.02


# ---------- reciprocal-space augmentation force on the first atom ----------
def aug_force(pot, density_matrix, mask=1.0):
    moved = np.tensordot(density_matrix, ref["QR"][0], axes=2)
    return np.sum(1j * G * pot.conj() * moved * mask, axis=(1, 2, 3))


F_complex = aug_force(V, rho)
F_aug = F_complex.real
assert np.max(np.abs(F_complex.imag)) < 1e-10

# ---------- road (a): move closed-form Q_ij on a fixed real-space grid ----------
V_real = to_real(V)
x1 = np.arange(npts) * cell / npts
mesh = np.array(np.meshgrid(x1, x1, x1, indexing="ij"))


def aug_density(t):
    """sum_ij rho_ij Q_ij(t) from the real-space closed form."""
    shape = np.array([np.ones_like(t[0]), *(t / sigma)])
    shape = shape * amp.reshape((4,) + (1,) * (t.ndim - 1))
    quad = np.einsum("ij,i...,j...->...", rho.real, shape, shape)
    return quad * np.exp(-np.sum(t**2, axis=0) / (2 * sigma**2)) \
        / (2 * np.pi * sigma**2)**1.5


def frozen_energy(R):
    t = mesh - R[:, None, None, None]
    t = t - cell * np.rint(t / cell)
    return dv * np.sum(V_real * aug_density(t))


h = 2e-4
F_move = np.array([-(frozen_energy(R0 + h * e) - frozen_energy(R0 - h * e))
                   / (2 * h) for e in np.eye(3)])
# tolerance: aliasing of the untruncated Gaussian on the finite grid
assert np.max(np.abs(F_move - F_aug)) < 2e-6

# ---------- road (b): Gauss-Hermite integral of Q_ij times grad V ----------
node, weight = np.polynomial.hermite.hermgauss(40)
t1 = np.sqrt(2) * sigma * node
tq = np.array(np.meshgrid(t1, t1, t1, indexing="ij"))
wq = np.einsum("x,y,z->xyz", weight, weight, weight) / np.pi**1.5
shape_q = np.array([np.ones_like(tq[0]), *(tq / sigma)])
shape_q = shape_q * amp[:, None, None, None]
kernel = wq * np.einsum("ij,ixyz,jxyz->xyz", rho.real, shape_q, shape_q,
                        optimize=True)


def V_at(center):
    e = [np.exp(1j * np.outer(center[a] + t1, g1)) for a in range(3)]
    return np.einsum("abc,xa,yb,zc->xyz", V, *e, optimize=True).real


F_grad = np.array([-np.sum(kernel * (V_at(R0 + h * e) - V_at(R0 - h * e)))
                   / (2 * h) for e in np.eye(3)])
assert np.max(np.abs(F_grad - F_aug)) < 2e-6

# ---------- total force against reconverged total energies ----------
B0, P0, D0 = ref["B"][0], ref["P"][0], ref["D"][0]
F_proj = np.zeros(3)
for a in range(3):
    dP = (-1j * K[a][:, None] * B0).conj().T @ ref["c"][:, :nocc]
    for k in range(nocc):
        M = D0 - ref["eps"][k] * np.diag(q_diag)
        F_proj[a] -= occ * 2 * np.real(dP[:, k].conj() @ M @ P0[:, k])
F_ion = -vol * np.sum(1j * G * ref["v_es"].conj() * ion_density(R0),
                      axis=(1, 2, 3)).real
F_total = F_aug + F_proj + F_ion

step_R = 0.002
F_energy = np.zeros(3)
for a in range(3):
    e = []
    for sign in (1, -1):
        moved_atoms = atoms.copy()
        moved_atoms[0, a] += sign * step_R
        e.append(solve(moved_atoms, ref["n"])["E"])
    F_energy[a] = -(e[0] - e[1]) / (2 * step_R)
err_total = np.max(np.abs(F_total - F_energy))
# tolerance: second-order error of the central difference
assert err_total < 1e-5

V_ionic = -coul * ref["ions"]
F_bare = aug_force(V_ionic, rho).real
err_omit = np.max(np.abs(F_total - F_aug - F_energy))
err_bare = np.max(np.abs(F_total - F_aug + F_bare - F_energy))
assert err_omit > 1e-3 and err_bare > 1e-3

# ---------- shares, one G pair, partial sums ----------
bond = atoms[1] - atoms[0]
unit = bond / np.linalg.norm(bond)
is_s = np.array([1.0, 0, 0, 0])
mask_ss = np.outer(is_s, is_s)
mask_pp = np.outer(1 - is_s, 1 - is_s)
parts = [aug_force(V, rho * mk_).real @ unit
         for mk_ in (mask_ss, 1 - mask_ss - mask_pp, mask_pp)]
A_G = np.tensordot(rho, ref["QR"][0], axes=2)
pair = sum((1j * G[0] * V.conj() * A_G)[i, 0, 0] for i in (1, -1))
assert abs(pair.imag) < 1e-10
cuts = [1.0, 2.0, 3.0, 4.0, 6.0, 8.0]
partial = [aug_force(V, rho, G2 <= g**2).real @ unit for g in cuts]
to_eVA = const.physical_constants["Hartree energy in eV"][0] / (
    const.physical_constants["Bohr radius"][0] * 1e10)


def vec(x):
    return " ".join(f"{v:+.6f}" for v in x)


print(f"cell edge: {cell:.1f} bohr; grid points per edge: {npts}")
print(f"orbital cutoff: {ecut:.1f} Ha; plane waves: {npw}")
print(f"ion charge: {charge:.1f} e; ion width: {ion_width:.1f} bohr")
print(f"projector width: {beta_width:.1f} bohr; Q width: {sigma:.1f} bohr")
print(f"q_ss, q_pp: {q_diag[0]:.1f}, {q_diag[1]:.1f} (dimensionless)")
print(f"bare D_ss, D_pp: {D_bare[0, 0]:.1f}, {D_bare[1, 1]:.1f} Ha")
print("atom 1 position (bohr):", vec(atoms[0]))
print("atom 2 position (bohr):", vec(atoms[1]))
print(f"distance: {np.linalg.norm(bond):.4f} bohr")
print("lowest three eigenvalues (Ha):", vec(ref["eps"]))
print(f"total energy: {ref['E']:.8f} Ha")
print(f"electrons, total: {electrons:.6f}; soft part: {ref['soft']:.6f}")
print(f"rho_ss atom 1: {rho[0, 0].real:.6f} (dimensionless)")
print("rho_s,px rho_s,py rho_s,pz atom 1:", vec(rho[0, 1:].real))
print("rho_pp diagonal atom 1:", vec(np.diag(rho)[1:].real))
print(f"screened D_ss atom 1: {D0[0, 0]:.6f} Ha")
print("F_aug, reciprocal sum (Ha/bohr):", vec(F_aug))
print("F_aug, moved Q on grid (Ha/bohr):", vec(F_move))
print("F_aug, gradient of V (Ha/bohr):", vec(F_grad))
print(f"largest deviation, moved Q: {np.max(abs(F_move - F_aug)):.1e} Ha/bohr")
print(f"largest deviation, grad V: {np.max(abs(F_grad - F_aug)):.1e} Ha/bohr")
print(f"F_aug along bond, towards atom 2: {F_aug @ unit:+.6f} Ha/bohr")
print(f"the same in eV/angstrom: {F_aug @ unit * to_eVA:+.4f}")
print("ss, sp, pp shares along bond (Ha/bohr):", vec(parts))
print(f"pair G=(+-g,0,0), g: {g1[1]:.6f} 1/bohr")
print(f"V(+g): {V[1, 0, 0]:.6f} Ha")
print(f"sum_ij rho_ij Q_ij(+g) exp(-igX): {A_G[1, 0, 0]:.6f}")
print(f"x force from this pair: {pair.real:+.6f} Ha/bohr")
for g, f in zip(cuts, partial):
    print(f"bond force from |G| <= {g:.0f} 1/bohr: {f:+.6f} Ha/bohr")
print("projector force (Ha/bohr):", vec(F_proj))
print("ionic electrostatic force (Ha/bohr):", vec(F_ion))
print("total force, sum of parts (Ha/bohr):", vec(F_total))
print("total force, energy differences (Ha/bohr):", vec(F_energy))
print(f"displacement used: {step_R:.3f} bohr")
print(f"largest total-force error: {err_total:.1e} Ha/bohr")
print(f"error if F_aug is omitted: {err_omit:.6f} Ha/bohr")
print(f"error if V_eff -> ionic potential: {err_bare:.6f} Ha/bohr")
print("done: every assertion held")
```

Printed output:

```
cell edge: 8.0 bohr; grid points per edge: 25
orbital cutoff: 4.0 Ha; plane waves: 179
ion charge: 2.0 e; ion width: 0.6 bohr
projector width: 0.7 bohr; Q width: 0.6 bohr
q_ss, q_pp: 0.5, 0.2 (dimensionless)
bare D_ss, D_pp: 0.4, 0.2 Ha
atom 1 position (bohr): +0.300000 +0.200000 +0.100000
atom 2 position (bohr): +2.100000 +1.400000 +1.000000
distance: 2.3431 bohr
lowest three eigenvalues (Ha): -0.308920 -0.023158 +0.019512
total energy: 1.24962972 Ha
electrons, total: 4.000000; soft part: 3.170162
rho_ss atom 1: 0.786683 (dimensionless)
rho_s,px rho_s,py rho_s,pz atom 1: -0.022541 -0.018036 -0.014436
rho_pp diagonal atom 1: +0.060895 +0.029615 +0.017378
screened D_ss atom 1: -0.075987 Ha
F_aug, reciprocal sum (Ha/bohr): +0.051525 +0.036260 +0.027735
F_aug, moved Q on grid (Ha/bohr): +0.051525 +0.036260 +0.027735
F_aug, gradient of V (Ha/bohr): +0.051525 +0.036260 +0.027735
largest deviation, moved Q: 3.3e-10 Ha/bohr
largest deviation, grad V: 3.4e-10 Ha/bohr
F_aug along bond, towards atom 2: +0.068806 Ha/bohr
the same in eV/angstrom: +3.5382
ss, sp, pp shares along bond (Ha/bohr): +0.058709 +0.005595 +0.004502
pair G=(+-g,0,0), g: 0.785398 1/bohr
V(+g): -0.030504+0.041985j Ha
sum_ij rho_ij Q_ij(+g) exp(-igX): 0.360105-0.080271j
x force from this pair: +0.019902 Ha/bohr
bond force from |G| <= 1 1/bohr: +0.028419 Ha/bohr
bond force from |G| <= 2 1/bohr: +0.078733 Ha/bohr
bond force from |G| <= 3 1/bohr: +0.067584 Ha/bohr
bond force from |G| <= 4 1/bohr: +0.068449 Ha/bohr
bond force from |G| <= 6 1/bohr: +0.068806 Ha/bohr
bond force from |G| <= 8 1/bohr: +0.068806 Ha/bohr
projector force (Ha/bohr): -0.049120 -0.033548 -0.025429
ionic electrostatic force (Ha/bohr): -0.210027 -0.148220 -0.113558
total force, sum of parts (Ha/bohr): -0.207622 -0.145507 -0.111252
total force, energy differences (Ha/bohr): -0.207622 -0.145507 -0.111252
displacement used: 0.002 bohr
largest total-force error: 1.2e-07 Ha/bohr
error if F_aug is omitted: 0.051525 Ha/bohr
error if V_eff -> ionic potential: 0.051875 Ha/bohr
done: every assertion held
```
